**Numerical tests of the Bohm speed with negative ions**

The program tests $Mu^2/(kT_e)=(1+a)/(1+ag)$, where $M$ and $u$ are the positive-ion mass and edge speed, $a$ is the edge ratio of negative-ion to electron density, and $g=T_e/T_-$. It asserts that a root search on the charge just inside the edge and a numerical maximization of the quasineutral flux both reproduce the formula; the largest relative errors are 2.6e-5 and 2.2e-8. A symbolic expansion confirms the second-order charge, and scans at four values of $g$ up to 9.8 find positive charge throughout the sampled sheath. For $g=15$ the program finds two flux maxima inside the predicted window of bulk density ratios and one just outside it. For $a=0.05$ and $g=20$ it asserts that at the local speed the squared field would be negative in part of the sheath, and the output shows that $Mu^2/(kT_e)$ must rise from 0.525 to 0.614. Kinetic quadrature for a flat velocity distribution confirms the warm-ion correction in the example. The oxygen example gives a Bohm speed of 1473 m/s and a current density of 0.236 mA/cm², and the program also prints estimates of several neglected effects.

## Numerical verification

```python
"""
Bohm speed of a plasma with Boltzmann electrons and Boltzmann negative ions.
Result under test: M u^2/(k Te) = (1 + a)/(1 + a g) at the sheath edge, with
  a = negative-ion/electron density ratio at the edge, g = Te/Tneg,
  M, u = mass and speed of the cold positive ions.
eta = potential drop from the edge in units of k Te/e (positive to the wall),
m = M u^2/(k Te). Densities are relative to the positive ions at the edge.
For g <= 5 + 2 sqrt(6) this speed gives positive charge in the whole sheath;
for larger g the full potential range has to be checked.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.optimize import brentq, minimize_scalar


def bohm_m(a, g):
    return (1 + a) / (1 + a * g)


def negative_density(eta, a, g):
    return (np.exp(-eta) + a * np.exp(-g * eta)) / (1 + a)


def charge(eta, m, a, g):
    return 1 / np.sqrt(1 + 2 * eta / m) - negative_density(eta, a, g)


def negative_pressure(eta, a, g):
    """Integral of the negative density from 0 to eta."""
    return -(np.expm1(-eta) + a / g * np.expm1(-g * eta)) / (1 + a)


def field_energy(eta, m, a, g):
    """Half the squared dimensionless field."""
    return m * (np.sqrt(1 + 2 * eta / m) - 1) - negative_pressure(eta, a, g)


def bulk_ratio(a, g):
    """Density ratio at the place where the positive ions start from rest."""
    return a * np.exp((g - 1) * bohm_m(a, g) / 2)


def flux(eta, a_bulk, g):
    """Quasineutral flux density of ions that fell from rest through eta."""
    return np.sqrt(2 * eta) * (np.exp(-eta) + a_bulk * np.exp(-g * eta))


def flux_maxima(a_bulk, g):
    values = flux(np.linspace(1e-4, 1, 20001), a_bulk, g)
    slope = np.diff(values)
    return int(np.sum((slope[:-1] > 0) & (slope[1:] <= 0)))


# --- local criterion: speed at which charge near the edge changes sign
worst_local = 0.0
for a in (0.0, 0.1, 0.5, 2.0, 10.0):
    for g in (1.0, 3.0, 8.0, 30.0):
        root = brentq(lambda m: charge(1e-6, m, a, g), 0.01, 3, xtol=1e-13)
        worst_local = max(worst_local, abs(root / bohm_m(a, g) - 1))
assert worst_local < 2e-4  # finite distance from the edge

# --- below the local speed the squared field would be negative
for a, g in ((0.5, 8.0), (2.0, 3.0)):
    for factor, sign in ((0.98, -1), (1.02, 1)):
        m = factor * bohm_m(a, g)
        integral = quad(charge, 0, 1e-3, args=(m, a, g), epsabs=1e-16)[0]
        assert sign * integral > 0

# --- second-order charge at the marginal speed
A, G, X = sp.symbols("A G X", positive=True)
M_marginal = (1 + A) / (1 + A * G)
rho = (1 + 2 * X / M_marginal) ** sp.Rational(-1, 2) \
    - (sp.exp(-X) + A * sp.exp(-G * X)) / (1 + A)
second = sp.diff(rho, X, 2).subs(X, 0) / 2
claimed = (2 * (1 + A * G)**2 - A * (G - 1)**2) / (2 * (1 + A)**2)
assert sp.simplify(sp.diff(rho, X).subs(X, 0)) == 0
assert sp.simplify(second - claimed) == 0

# --- threshold in g, and positivity in the whole sheath below it
g_threshold = 5 + 2 * np.sqrt(6)
a_scan = np.logspace(-3, 2, 501)
near_980 = charge(1e-4, bohm_m(a_scan, 9.8), a_scan, 9.8)
near_1000 = charge(1e-4, bohm_m(a_scan, 10.0), a_scan, 10.0)
assert 9.8 < g_threshold < 10.0
assert near_980.min() > 0 and near_1000.min() < 0
eta_scan = np.logspace(-4, 2.6, 500)[:, None]
for g in (1.5, 4.0, 8.0, 9.8):
    assert np.all(charge(eta_scan, bohm_m(a_scan, g), a_scan, g) > 0)

# --- edge as the maximum of quasineutral flux
worst_flux = 0.0
for a_b in (0.3, 1.0, 3.0, 10.0):
    for g in (2.0, 8.0):
        best = minimize_scalar(lambda x: -flux(x, a_b, g), bounds=(1e-6, 1),
                               method="bounded", options={"xatol": 1e-11})
        a_edge = a_b * np.exp(-(g - 1) * best.x)
        worst_flux = max(worst_flux, abs(2 * best.x / bohm_m(a_edge, g) - 1))
        assert abs(bulk_ratio(a_edge, g) / a_b - 1) < 1e-5
assert worst_flux < 1e-5

# --- fold window for a large temperature ratio
g_fold = 15.0
fold_a = np.sort(np.roots([2 * g_fold**2, 4 * g_fold - (g_fold - 1)**2, 2]))
fold_bulk = np.sort(bulk_ratio(fold_a, g_fold))
assert flux_maxima(0.98 * fold_bulk[0], g_fold) == 1
assert flux_maxima(1.02 * fold_bulk[0], g_fold) == 2
assert flux_maxima(0.98 * fold_bulk[1], g_fold) == 2
assert flux_maxima(1.02 * fold_bulk[1], g_fold) == 1
maxima_inside = flux_maxima(np.mean(fold_bulk), g_fold)

# --- case in which the local speed is too low for a sheath
a_bad, g_bad = 0.05, 20.0
eta_line = np.logspace(-3, 2, 20001)
p_line = negative_pressure(eta_line, a_bad, g_bad)
m_needed_line = p_line**2 / (2 * (eta_line - p_line))
m_global = m_needed_line.max()
eta_critical = eta_line[m_needed_line.argmax()]
m_local = bohm_m(a_bad, g_bad)
eta_grid = np.linspace(0, 5, 200001)


def lowest_field_energy(m):
    w = cumulative_trapezoid(charge(eta_grid, m, a_bad, g_bad),
                             eta_grid, initial=0)
    return w[eta_grid > 0.01].min()


assert lowest_field_energy(m_local) < 0
assert lowest_field_energy(0.99 * m_global) < 0
assert lowest_field_energy(1.01 * m_global) > 0

# --- worked example: oxygen plasma implantation, rough typical values
Te, Tneg, a_ex = 2.4, 0.3, 0.5          # eV, eV, ratio
g_ex = Te / Tneg
n_edge = 1e16                           # m^-3
mass = 31.998 * const.atomic_mass       # kg, O2+
bias = 1000.0                           # V
pressure_mTorr, gas_T = 2.0, 400.0      # mTorr, K
sigma = 5e-19                           # m^2, rough ion-neutral value
k_attach = 2e-17                        # m^3/s, rough value
Ti = 0.05                               # eV, rough value
o_plus_share = 0.10                     # rough value
e, eps0 = const.e, const.epsilon_0

m_ex = bohm_m(a_ex, g_ex)
c_s = np.sqrt(e * Te / mass)
u_B = c_s * np.sqrt(m_ex)
J = e * n_edge * u_B
J_electropositive = e * n_edge * c_s
atom_rate = 2 * J / e
fall = m_ex * Te / 2
a_bulk_ex = bulk_ratio(a_ex, g_ex)

# sheath width: Child law and full first integral
child = np.sqrt(4 / 9 * eps0 * np.sqrt(2 * e / mass) * bias**1.5 / J)
length0 = np.sqrt(eps0 * Te / (e * n_edge))
eta_wall = bias / Te
w_quad = quad(charge, 0, 3, args=(m_ex, a_ex, g_ex))[0]
assert abs(w_quad / field_energy(3.0, m_ex, a_ex, g_ex) - 1) < 1e-8
width = length0 * quad(
    lambda y: np.exp(y) / np.sqrt(2 * field_energy(np.exp(y), m_ex,
                                                   a_ex, g_ex)),
    0, np.log(eta_wall), limit=200)[0]
assert abs(width / child - 1) < 0.25    # Child law drops electrons, entry speed

# --- warm ions: flat velocity distribution, kinetic density by quadrature
w_half = np.sqrt(3 * Ti / Te)


def warm_charge(u, eta=1e-5):
    n = quad(lambda v: v / np.sqrt(v * v + 2 * eta), u - w_half, u + w_half,
             epsabs=1e-14, epsrel=1e-13)[0] / (2 * w_half)
    return n - negative_density(eta, a_ex, g_ex)


u_warm = brentq(warm_charge, 1.1 * w_half, 2.0)
assert abs(u_warm**2 / (m_ex + 3 * Ti / Te) - 1) < 1e-3
warm_change = u_warm / np.sqrt(m_ex) - 1

# --- sizes of other neglected effects
n_gas = pressure_mTorr * 1e-3 * const.torr / (const.k * gas_T)
free_path = 1 / (n_gas * sigma)
debye = length0 * np.sqrt(m_ex)
smear = (debye / free_path)**0.4
mass_neg = mass / 2
drift_neg = k_attach * n_gas * free_path / a_ex
nu_neg = np.sqrt(8 * e * Tneg / (np.pi * mass_neg)) / free_path
drag_ratio = mass_neg * nu_neg * drift_neg / (e * fall / free_path)
o_plus_gain = o_plus_share * (np.sqrt(2) - 1)
transit = 3 * child / np.sqrt(2 * e * bias / mass)
expansion = child / u_B

print(f"local test, largest relative error: {worst_local:.1e}")
print(f"flux test, largest relative error: {worst_flux:.1e}")
print(f"threshold of g: {g_threshold:.3f}")
for a in (0.0, 0.1, 0.5, 2.0, 10.0):
    print(f"g = {g_ex:.1f}, a = {a:4.1f}: M u^2/(k Te) = {bohm_m(a, g_ex):.4f}")
print(f"fold, g = {g_fold:.0f}: edge a = {fold_a[0]:.4f} and {fold_a[1]:.4f}")
print(f"fold, g = {g_fold:.0f}: bulk a = {fold_bulk[0]:.3f} "
      f"to {fold_bulk[1]:.3f}")
print(f"flux maxima inside the fold window: {maxima_inside}")
print(f"counterexample: a = {a_bad}, g = {g_bad:.0f}")
print(f"  local M u^2/(k Te) = {m_local:.4f}")
print(f"  needed for a real field everywhere = {m_global:.4f}")
print(f"  critical drop = {eta_critical:.3f} k Te/e")
print(f"Te = {Te} eV, Tneg = {Tneg} eV, edge a = {a_ex}")
print(f"O2+ mass = {mass / const.atomic_mass:.3f} u")
print(f"edge positive-ion density = {n_edge * 1e-6:.1e} cm^-3")
print(f"bias = {bias:.0f} V, pressure = {pressure_mTorr} mTorr, "
      f"gas = {gas_T:.0f} K")
print(f"speed without negative ions = {c_s:.0f} m/s")
print(f"Bohm speed = {u_B:.0f} m/s = {u_B * 1e-3:.3f} km/s")
print(f"ratio of the two speeds = {u_B / c_s:.4f}")
print(f"ion current density = {J * 0.1:.4f} mA/cm2")
print(f"same density, no negative ions = {J_electropositive * 0.1:.4f} mA/cm2")
print(f"oxygen-atom dose rate with bias on = {atom_rate * 1e-4:.3e} cm^-2 s^-1")
print(f"free-fall potential to the edge = {fall:.3f} V")
print(f"bulk density ratio for free fall = {a_bulk_ex:.3f}")
print(f"Child sheath width = {child * 1e3:.2f} mm")
print(f"full integral from one k Te/e below edge = {width * 1e3:.2f} mm")
print(f"rough Ti = {Ti} eV: Bohm speed rises by {100 * warm_change:.1f} %")
print(f"rough cross section = {sigma * 1e4:.1e} cm2")
print(f"ion mean free path = {free_path * 1e3:.1f} mm")
print(f"Child width / mean free path = {child / free_path:.3f}")
print(f"edge Debye length = {debye * 1e3:.4f} mm")
print(f"edge smearing scale (Debye/path)^(2/5) = {smear:.3f}")
print(f"rough attachment rate = {k_attach * 1e6:.1e} cm3/s")
print(f"negative-ion drag / electric force = {drag_ratio:.3f}")
print(f"rough O+ share = {o_plus_share:.2f}: current rises by "
      f"{100 * o_plus_gain:.1f} %")
print(f"ion transit time = {transit * 1e6:.2f} us")
print(f"sheath expansion time, width/Bohm speed = {expansion * 1e6:.2f} us")
print("tests ok")
```

Running it gives:

```
local test, largest relative error: 2.6e-05
flux test, largest relative error: 2.2e-08
threshold of g: 9.899
g = 8.0, a =  0.0: M u^2/(k Te) = 1.0000
g = 8.0, a =  0.1: M u^2/(k Te) = 0.6111
g = 8.0, a =  0.5: M u^2/(k Te) = 0.3000
g = 8.0, a =  2.0: M u^2/(k Te) = 0.1765
g = 8.0, a = 10.0: M u^2/(k Te) = 0.1358
fold, g = 15: edge a = 0.0155 and 0.2867
fold, g = 15: bulk a = 1.568 to 4.956
flux maxima inside the fold window: 2
counterexample: a = 0.05, g = 20
  local M u^2/(k Te) = 0.5250
  needed for a real field everywhere = 0.6138
  critical drop = 0.246 k Te/e
Te = 2.4 eV, Tneg = 0.3 eV, edge a = 0.5
O2+ mass = 31.998 u
edge positive-ion density = 1.0e+10 cm^-3
bias = 1000 V, pressure = 2.0 mTorr, gas = 400 K
speed without negative ions = 2690 m/s
Bohm speed = 1473 m/s = 1.473 km/s
ratio of the two speeds = 0.5477
ion current density = 0.2361 mA/cm2
same density, no negative ions = 0.4310 mA/cm2
oxygen-atom dose rate with bias on = 2.947e+15 cm^-2 s^-1
free-fall potential to the edge = 0.360 V
bulk density ratio for free fall = 1.429
Child sheath width = 11.38 mm
full integral from one k Te/e below edge = 12.42 mm
rough Ti = 0.05 eV: Bohm speed rises by 9.9 %
rough cross section = 5.0e-15 cm2
ion mean free path = 41.4 mm
Child width / mean free path = 0.275
edge Debye length = 0.0631 mm
edge smearing scale (Debye/path)^(2/5) = 0.075
rough attachment rate = 2.0e-11 cm3/s
negative-ion drag / electric force = 0.079
rough O+ share = 0.10: current rises by 4.1 %
ion transit time = 0.44 us
sheath expansion time, width/Bohm speed = 7.72 us
tests ok
```
